# Flux across a parallel wafer from a small effusion source: verification in Python

```python
"""
Result under test: a small effusive orifice facing a parallel wafer gives
    F(x) / F(0) = 1 / (1 + x^2)^2,   x = lateral offset / source distance,
so that at x = 1/5 the flux per unit wafer area is 7.5 per cent below centre.
F: atoms arriving per unit wafer area and time.  The orifice is thin, the gas
behind it is in equilibrium, and atoms fly straight without collisions.
The program also sizes finite orifice, recessed melt, tilt, gas collisions and
re-evaporation for a gallium cell with rough typical parameters.
Lengths in the geometry functions are in mm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

rng = np.random.default_rng(12345)
distance = 250.0
offset = 50.0
orifice_radius = 10.0
x_edge = offset / distance


def flux_ratio(x):
    return 1.0 / (1.0 + x * x) ** 2


# ---- Flux law against the Maxwell velocity integral (unit thermal speed) ----
def flux_from_velocities(x):
    """Flux times distance^2, per atom density and orifice area."""
    norm = (2 * np.pi) ** -1.5
    return quad(lambda v: norm * v**3 * np.exp(-v*v*(1 + x*x)/2), 0, 15,
                epsabs=1e-13)[0]


emission_unit = quad(lambda v: v*np.exp(-v*v/2)/np.sqrt(2*np.pi), 0, 15)[0]
for x in (0.0, 0.2, 0.7, 1.5):
    derived = emission_unit / np.pi * flux_ratio(x)
    assert abs(flux_from_velocities(x) / derived - 1) < 1e-8
ratio_velocity = flux_from_velocities(x_edge) / flux_from_velocities(0.0)
assert round(100 * (1 - ratio_velocity), 1) == 7.5

# ---- Simulated straight flights; v_z is weighted by the crossing rate ----
n_atoms = 2_000_000
velocity = rng.normal(size=(n_atoms, 3))
velocity[:, 2] = np.sqrt(-2 * np.log(1 - rng.random(n_atoms)))
landing_x = np.hypot(velocity[:, 0], velocity[:, 1]) / velocity[:, 2]
for x in (0.2, 0.5, 1.0, 3.0):
    expected = x*x / (1 + x*x)
    sigma = np.sqrt(expected * (1 - expected) / n_atoms)
    assert abs(np.mean(landing_x < x) - expected) < 5 * sigma
simulated_fraction = np.mean(landing_x < x_edge)
formula_fraction = x_edge**2 / (1 + x_edge**2)

# ---- Inclined cell aimed at the wafer centre ----
tilt = np.radians(30.0)
centre = np.array([0.0, 0.0, distance])
normal = np.array([np.sin(tilt), 0.0, np.cos(tilt)])
in_plane = np.array([np.cos(tilt), 0.0, -np.sin(tilt)])


def tilted_flux(radius, angle):
    """Arrival per wafer area (mm^-2) for one emitted atom."""
    angle = np.asarray(angle, dtype=float)[..., None]
    point = centre + radius * (np.cos(angle) * in_plane
                               + np.sin(angle) * np.array([0.0, 1.0, 0.0]))
    path = np.linalg.norm(point, axis=-1)
    return point[..., 2] * (point @ normal) / (np.pi * path**4)


toward = velocity @ normal
valid = toward > 0
hits = velocity[valid] * (distance*np.cos(tilt) / toward[valid])[:, None]
relative = hits - centre
inside = np.linalg.norm(relative, axis=1) < offset
near_side = relative @ in_plane > 0
nodes, weights = np.polynomial.legendre.leggauss(10)
radii = offset * (nodes + 1) / 2
radial_weights = offset * weights / 2
half_angles = (np.arange(400) + 0.5) * np.pi / 400 - np.pi / 2
for shift, selected in ((0.0, near_side), (np.pi, ~near_side)):
    expected = sum(w * r * np.pi * np.mean(tilted_flux(r, half_angles + shift))
                   for r, w in zip(radii, radial_weights))
    counted = np.sum(inside & selected) / n_atoms
    assert abs(counted - expected) < 5 * np.sqrt(expected / n_atoms)
tilt_centre = float(tilted_flux(0.0, 0.0))
tilt_near = float(tilted_flux(offset, 0.0)) / tilt_centre
tilt_far = float(tilted_flux(offset, np.pi)) / tilt_centre
all_angles = np.arange(720) * 2 * np.pi / 720
tilt_rotating = np.mean(tilted_flux(offset, all_angles)) / tilt_centre


# ---- Melt recessed in a cylindrical channel with diffuse walls ----
def disc_to_disc(separation):
    """Fraction passing directly between equal coaxial discs."""
    h = separation / orifice_radius
    return 1 + h*h/2 - h/2 * np.sqrt(h*h + 4)


def wall_emission(depth, rings=240):
    """Wall flux relative to melt flux, and transmission of the channel."""
    step = depth / rings
    edges = np.linspace(0, depth, rings + 1)
    area_ratio = orifice_radius / (2 * step)
    index = np.arange(rings)
    k = np.abs(index[:, None] - index[None, :])
    exchange = area_ratio * (disc_to_disc(np.abs(k - 1) * step)
                             - 2 * disc_to_disc(k * step)
                             + disc_to_disc((k + 1) * step))
    exchange[index, index] = 1 - 2 * area_ratio * (1 - disc_to_disc(step))
    from_melt = area_ratio * (disc_to_disc(edges[:-1])
                              - disc_to_disc(edges[1:]))
    wall = np.linalg.solve(np.eye(rings) - exchange, from_melt)
    to_exit = (disc_to_disc(depth - edges[1:])
               - disc_to_disc(depth - edges[:-1]))
    transmission = disc_to_disc(depth) + wall @ to_exit
    return (edges[:-1] + edges[1:]) / 2, wall, transmission


def received(radius, depth=0.0, heights=None, wall=None):
    """Wafer flux (mm^-2) per atom emitted by the melt, summed over exit."""
    s = orifice_radius * np.sqrt((np.arange(240) + 0.5) / 240)[:, None]
    phi = ((np.arange(480) + 0.5) * 2 * np.pi / 480)[None, :]
    sx, sy = s * np.cos(phi), s * np.sin(phi)
    brightness = 1.0
    if wall is not None:
        gx, gy = (sx - radius) / distance, sy / distance
        g2, b = gx*gx + gy*gy, sx*gx + sy*gy
        wall_depth = (-b + np.sqrt(b*b + g2*(orifice_radius**2 - s*s))) / g2
        brightness = np.where(wall_depth >= depth, 1.0,
                              np.interp(depth - wall_depth, heights, wall))
    path2 = distance**2 + (sx - radius)**2 + sy**2
    return np.mean(brightness * distance**2 / path2**2) / np.pi


def simulate_channel(depth, count):
    """Follow atoms bouncing in the channel; count exits and wafer hits."""
    rho = orifice_radius * np.sqrt(rng.random(count))
    x, y, z = rho, np.zeros(count), np.zeros(count)
    u, phi = rng.random(count), 2 * np.pi * rng.random(count)
    ux, uy, uz = np.sqrt(u)*np.cos(phi), np.sqrt(u)*np.sin(phi), np.sqrt(1-u)
    exits = wafer_hits = 0
    while len(x):
        a2 = np.maximum(ux*ux + uy*uy, 1e-30)
        b = x*ux + y*uy
        room = np.maximum(orifice_radius**2 - x*x - y*y, 0.0)
        t = (-b + np.sqrt(b*b + a2*room)) / a2
        z_new = z + t*uz
        out = z_new > depth
        exits += np.sum(out)
        flight = (depth + distance - z[out]) / uz[out]
        wafer_hits += np.sum(np.hypot(x[out] + flight*ux[out],
                                      y[out] + flight*uy[out]) < offset)
        stay = (z_new >= 0) & ~out
        x, y = (x + t*ux)[stay], (y + t*uy)[stay]
        z = z_new[stay]
        r = np.hypot(x, y)
        nx, ny = -x / r, -y / r
        x, y = -nx * orifice_radius, -ny * orifice_radius
        u, phi = rng.random(len(x)), 2 * np.pi * rng.random(len(x))
        c, side = np.sqrt(u), np.sqrt(1 - u)
        ux = c*nx - side*np.cos(phi)*ny
        uy = c*ny + side*np.cos(phi)*nx
        uz = side*np.sin(phi)
    return exits / count, wafer_hits / count


axis_value = 1 / (np.pi * (distance**2 + orifice_radius**2))
assert abs(received(0.0) / axis_value - 1) < 1e-6
disc_deficit = 1 - received(offset) / received(0.0)
recess_results = []
for depth in (5.0, 20.0):
    heights, wall, transmission = wall_emission(depth)
    n_channel = 800_000
    sim_transmission, sim_wafer = simulate_channel(depth, n_channel)
    sigma = np.sqrt(transmission * (1 - transmission) / n_channel)
    assert abs(sim_transmission - transmission) < 5 * sigma
    wafer_fraction = sum(w * 2*np.pi*r * received(r, depth, heights, wall)
                         for r, w in zip(radii, radial_weights))
    assert abs(sim_wafer - wafer_fraction) < 5*np.sqrt(wafer_fraction/n_channel)
    deficit = 1 - (received(offset, depth, heights, wall)
                   / received(0.0, depth, heights, wall))
    recess_results.append((depth, transmission, sim_transmission,
                           wafer_fraction, sim_wafer, deficit))

# ---- Gallium cell: rough typical parameters, SI units inside ----
cell_temperature = 1200.0
wafer_temperature = 850.0
growth_centre = 1000.0                 # nm/h
lattice_constant = 0.565               # nm, four gallium atoms per cubic cell
gallium_mass = 69.72 * const.atomic_mass
torr = const.torr
flux_centre = (4 / (lattice_constant*1e-9)**3) * growth_centre*1e-9/3600
total_emission = np.pi * (distance*1e-3)**2 * flux_centre
exit_flux = total_emission / (np.pi * (orifice_radius*1e-3)**2)
kT = const.k * cell_temperature
pressure = exit_flux * np.sqrt(2 * np.pi * gallium_mass * kT)
thermal = np.sqrt(kT / gallium_mass)
mean_crossing = quad(lambda s: s*np.exp(-s*s/2)/np.sqrt(2*np.pi), 0, 15)[0]
assert abs(pressure / kT * thermal * mean_crossing / exit_flux - 1) < 1e-8


def mean_free_path(temperature, gas_pressure, diameter):
    return const.k*temperature / (np.sqrt(2)*np.pi*diameter**2*gas_pressure)


gallium_diameter, vapour_diameter = 0.4, 0.5       # nm, rough
background_torr, background_temperature = 1e-5, 300.0
cell_path = 1e3 * mean_free_path(cell_temperature, pressure,
                                 gallium_diameter*1e-9)
background_path = 1e3 * mean_free_path(background_temperature,
                                       background_torr*torr,
                                       vapour_diameter*1e-9)
extra_path = np.hypot(distance, offset) - distance
extra_loss = 1 - np.exp(-extra_path / background_path)

evaporation_energy = 2.8               # eV per atom, rough
wafer_pressure = pressure * np.exp(-evaporation_energy * const.e / const.k
                                   * (1/wafer_temperature - 1/cell_temperature))
evaporated = wafer_pressure / np.sqrt(2*np.pi*gallium_mass
                                      * const.k*wafer_temperature)
loss_share = evaporated / flux_centre
ideal = flux_ratio(x_edge)
deficit_with_loss = (1 - ideal) / (1 - loss_share)

cosine = distance / np.hypot(distance, offset)
print(f"source distance: {distance:.0f} mm; offset: {offset:.0f} mm")
print(f"offset / distance: {x_edge:.3f}")
print(f"angle at edge: {np.degrees(np.arctan(x_edge)):.2f} degrees")
print(f"cosine at edge: {cosine:.5f}")
print(f"distance factor, cosine squared: {cosine**2:.5f}")
print(f"flux ratio from formula: {ideal:.5f}")
print(f"flux ratio from velocity integral: {ratio_velocity:.5f}")
print(f"flux deficit: {100*(1-ideal):.3f} per cent")
print(f"small-offset estimate of deficit: {200*x_edge**2:.2f} per cent")
print(f"deficit if emission were isotropic: {100*(1-cosine**3):.2f} per cent")
print(f"fraction landing inside offset, formula: {formula_fraction:.5f}")
print(f"fraction landing inside offset, simulated: {simulated_fraction:.5f}")
print(f"orifice radius: {orifice_radius:.0f} mm")
print(f"cell temperature: {cell_temperature:.0f} K")
print(f"lattice constant (rough): {lattice_constant:.3f} nm")
print(f"growth rate at centre: {growth_centre:.0f} nm/h")
print(f"growth rate at edge: {growth_centre*ideal:.1f} nm/h")
print(f"gallium flux at centre: {flux_centre*1e-4:.3e} cm^-2 s^-1")
print(f"gallium flux at edge: {flux_centre*ideal*1e-4:.3e} cm^-2 s^-1")
print(f"total emission: {total_emission:.3e} atoms/s")
print(f"flux through orifice: {exit_flux*1e-4:.3e} cm^-2 s^-1")
print(f"required cell pressure: {pressure/torr:.2e} Torr")
print(f"finite orifice, deficit: {100*disc_deficit:.3f} per cent")
for depth, trans, sim_t, frac, sim_f, deficit in recess_results:
    print(f"melt recess {depth:.0f} mm, deficit: {100*deficit:.1f} per cent")
    print(f"  transmission, balance / simulated: {trans:.4f} / {sim_t:.4f}")
    print(f"  wafer fraction, balance / simulated: {frac:.5f} / {sim_f:.5f}")
print(f"cell tilt: {np.degrees(tilt):.0f} degrees")
print(f"tilted, near edge / centre flux: {tilt_near:.4f}")
print(f"tilted, far edge / centre flux: {tilt_far:.4f}")
print(f"tilted and rotating, edge / centre flux: {tilt_rotating:.4f}")
print(f"gallium collision diameter (rough): {gallium_diameter:.1f} nm")
print(f"mean free path in cell: {cell_path:.0f} mm")
print(f"mean free path / orifice diameter: {cell_path/(2*orifice_radius):.1f}")
print(f"background pressure (rough): {background_torr:.0e} Torr")
print(f"background temperature: {background_temperature:.0f} K")
print(f"background collision diameter (rough): {vapour_diameter:.1f} nm")
print(f"mean free path in background: {background_path:.0f} mm")
print(f"extra path to edge: {extra_path:.2f} mm")
print(f"extra scattering loss at edge: {100*extra_loss:.2f} per cent")
print(f"wafer temperature: {wafer_temperature:.0f} K")
print(f"evaporation energy (rough): {evaporation_energy:.1f} eV")
print(f"re-evaporation / centre flux, upper: {100*loss_share:.2f} per cent")
print(f"deficit with re-evaporation: {100*deficit_with_loss:.2f} per cent")
print("finished without a failed check")
```

Output:

```
source distance: 250 mm; offset: 50 mm
offset / distance: 0.200
angle at edge: 11.31 degrees
cosine at edge: 0.98058
distance factor, cosine squared: 0.96154
flux ratio from formula: 0.92456
flux ratio from velocity integral: 0.92456
flux deficit: 7.544 per cent
small-offset estimate of deficit: 8.00 per cent
deficit if emission were isotropic: 5.71 per cent
fraction landing inside offset, formula: 0.03846
fraction landing inside offset, simulated: 0.03851
orifice radius: 10 mm
cell temperature: 1200 K
lattice constant (rough): 0.565 nm
growth rate at centre: 1000 nm/h
growth rate at edge: 924.6 nm/h
gallium flux at centre: 6.160e+14 cm^-2 s^-1
gallium flux at edge: 5.696e+14 cm^-2 s^-1
total emission: 1.210e+18 atoms/s
flux through orifice: 3.850e+17 cm^-2 s^-1
required cell pressure: 3.17e-03 Torr
finite orifice, deficit: 7.522 per cent
melt recess 5 mm, deficit: 9.5 per cent
  transmission, balance / simulated: 0.8013 / 0.8008
  wafer fraction, balance / simulated: 0.03722 / 0.03741
melt recess 20 mm, deficit: 15.4 per cent
  transmission, balance / simulated: 0.5142 / 0.5139
  wafer fraction, balance / simulated: 0.03396 / 0.03378
cell tilt: 30 degrees
tilted, near edge / centre flux: 1.2755
tilted, far edge / centre flux: 0.7154
tilted and rotating, edge / centre flux: 0.9595
gallium collision diameter (rough): 0.4 nm
mean free path in cell: 55 mm
mean free path / orifice diameter: 2.8
background pressure (rough): 1e-05 Torr
background temperature: 300 K
background collision diameter (rough): 0.5 nm
mean free path in background: 2797 mm
extra path to edge: 4.95 mm
extra scattering loss at edge: 0.18 per cent
wafer temperature: 850 K
evaporation energy (rough): 2.8 eV
re-evaporation / centre flux, upper: 1.07 per cent
deficit with re-evaporation: 7.63 per cent
finished without a failed check
```
